# Weighted Mobility from Seebeck and Resistivity, and the Snyder Interpolation Error: test program

```python
# Result under test: for one parabolic band with acoustic-phonon scattering,
#   mu_w = C(T) / (rho * F0(eta)),   s = |S| e/k = 2 F1(eta)/F0(eta) - eta,
# has one solution for each Seebeck magnitude |S| and resistivity rho.
# The Snyder interpolation replaces 1/F0 by an explicit function of s.
# eta: Fermi level from the band edge over kT; F0, F1: Fermi integrals;
# mu_w: mobility parameter times (density-of-states mass / electron mass)^1.5.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spence, expit

k_B, q_e, h, hbar, m_e = const.k, const.e, const.h, const.hbar, const.m_e
UNIT_S = k_B / q_e * 1e6  # microvolt per kelvin


def F0(eta):
    return np.logaddexp(0.0, eta)


def F1(eta):
    return -spence(1.0 + np.exp(eta))


def seebeck(eta):
    return 2 * F1(eta) / F0(eta) - eta


def G(eta):
    return 2 * F1(eta) - F0(eta)**2 * (1 + np.exp(-eta))


def invert(s):
    return brentq(lambda x: seebeck(x) - s, 2 - s,
                  np.pi**2 / (3 * s) + 1e-6, xtol=1e-13)


def prefactor(T):  # SI: mobility times resistivity
    return 3 * h**3 / (8 * np.pi * q_e * (2 * m_e * k_B * T)**1.5)


def snyder(s):
    w = expit(5 * (s - 1))
    return w * np.exp(s - 2) + (1 - w) * 3 * s / np.pi**2


nodes, weights = np.polynomial.legendre.leggauss(400)
energy = 40 * (nodes + 1)
weights = 40 * weights


def transport(function, eta):
    """Conductivity integral and reduced Seebeck coefficient by quadrature."""
    kernel = weights * function(energy) / (4 * np.cosh((energy - eta) / 2)**2)
    total = kernel.sum()
    return total, (kernel * (energy - eta)).sum() / total


# Fermi integrals, slope function and sensitivity against their definitions
for eta in (-1.4, 0.3, 3.0, 14.0):
    total, s_quad = transport(lambda x: x, eta)
    assert abs(total / F0(eta) - 1) < 1e-9
    assert abs(s_quad - seebeck(eta)) < 1e-9
    integral = quad(lambda t: F0(t)**2 * np.exp(-t), -40, eta, limit=200)[0]
    assert abs(integral / G(eta) - 1) < 1e-7
    s, ds = seebeck(eta), 1e-4
    slope = -(np.log(F0(invert(s + ds))) - np.log(F0(invert(s - ds)))) / (2 * ds)
    assert abs(slope / (F0(eta) / G(eta)) - 1) < 1e-5

# Boltzmann sum on a k grid for an ellipsoidal band, then inversion
T = 300.0
kT = k_B * T
masses = np.array([0.1, 0.2, 0.5]) * m_e
tau0, eta_test, n_grid = 2e-14, 1.5, 80
k_max = np.sqrt(2 * masses * kT * 42) / hbar
axes = [(np.arange(n_grid) + 0.5) * km / n_grid for km in k_max]
kx, ky, kz = np.meshgrid(*axes, indexing="ij", sparse=True)
E = hbar**2 / 2 * (kx**2 / masses[0] + ky**2 / masses[1] + kz**2 / masses[2])
x = E / kT
minus_df = expit(x - eta_test) * expit(eta_test - x) / kT
velocity = hbar * kx / masses[0]
part = velocity**2 * tau0 / np.sqrt(x) * minus_df
volume = 8 * np.prod(k_max / n_grid)
sigma_grid = q_e**2 * 2 / (2 * np.pi)**3 * volume * part.sum()
s_grid = (part * (x - eta_test)).sum() / part.sum()
mu_grid = prefactor(T) * sigma_grid / F0(invert(s_grid))
mu_known = q_e * tau0 / masses[0] * np.sqrt(np.prod(masses)) / m_e**1.5
assert abs(mu_grid / mu_known - 1) < 3e-4  # finite k grid

# Error map, bounds, signs of the two limiting errors, Newton correction
S_map = np.linspace(20, 300, 561)
s_map = S_map / UNIT_S
eta_map = np.array([invert(s) for s in s_map])
F_map = F0(eta_map)
error_map = snyder(s_map) * F_map - 1
assert np.all(np.diff(eta_map) < 0)
assert np.all(eta_map > 2 - s_map)
assert np.all(eta_map < np.pi**2 / (3 * s_map))
error_nondeg = np.exp(s_map - 2) * F_map - 1
error_deg = 3 * s_map * F_map / np.pi**2 - 1
assert np.all(error_nondeg > 0) and np.all(error_deg < 0)
assert np.all(F_map / G(eta_map) > np.maximum(1, 1 / s_map))
assert np.all(error_map > 0) and error_map.max() < 0.04
eta_low = -5.0
leading = np.exp(2 * eta_low) / 72
small_error = np.exp(seebeck(eta_low) - 2) * F0(eta_low) - 1
assert abs(small_error / leading - 1) < 0.03  # next order in exp(eta)
B_map = snyder(s_map)
eta_B = np.log(np.expm1(1 / B_map))
B_new = B_map * np.exp((s_map - seebeck(eta_B)) * F0(eta_B) / G(eta_B))
error_new = np.abs(B_new * F_map - 1).max()
assert error_new < 1e-3


def percent_error(S):
    s = S / UNIT_S
    return 100 * (snyder(s) * F0(invert(s)) - 1)


i_max = int(np.argmax(error_map))
assert 0 < i_max < len(S_map) - 1
peak = minimize_scalar(lambda S: -percent_error(S), method="bounded",
                       bounds=(S_map[i_max - 1], S_map[i_max + 1]))
assert percent_error(2.0) > percent_error(5.0) > percent_error(20.0)

# Worked example in the rough regime of n-type bismuth telluride
S_ex, rho_ex = 200.0, 1.0  # microvolt per kelvin, milliohm cm
s_ex = S_ex / UNIT_S
eta_ex = invert(s_ex)
C_cm = prefactor(T) / 1e-5 * 1e4
mu_exact = C_cm / rho_ex / F0(eta_ex)
mu_closed = C_cm / rho_ex * snyder(s_ex)
amplification = s_ex * F0(eta_ex) / G(eta_ex)

# Minority holes: equal band masses and mobilities, fixed net doping
gap_eV, T_hot = 0.15, 450.0


def carriers(eta):
    return quad(lambda y: 2 * y**2 * expit(eta - y**2), 0, 9, limit=200)[0]


def two_band(T_now):
    gap = gap_eV * q_e / (k_B * T_now)
    gap_ref = gap_eV * q_e / (k_B * T)
    doping = carriers(eta_ex) - carriers(-gap_ref - eta_ex)
    target = doping * (T / T_now)**1.5
    eta = brentq(lambda y: carriers(y) - carriers(-gap - y) - target, -gap, 5)
    eta_h = -gap - eta
    total = F0(eta) + F0(eta_h)
    s = (F0(eta) * seebeck(eta) - F0(eta_h) * seebeck(eta_h)) / total
    grid = np.linspace(-60, 60, 240001)
    spectrum = np.maximum(grid, 0) + np.maximum(-gap - grid, 0)
    kernel = spectrum * expit(grid - eta) * expit(eta - grid)
    s_direct = (kernel * (grid - eta)).sum() / kernel.sum()
    assert abs(s - s_direct) < 1e-5
    return s * UNIT_S, total / F0(invert(s)), F0(eta_h) / F0(eta)


S_300, ratio_300, holes_300 = two_band(T)
S_hot, ratio_hot, holes_hot = two_band(T_hot)
assert ratio_hot < ratio_300 < 1

# Kane band: check its transport function from the dispersion
alpha = kT / (gap_eV * q_e)


def kane(y):
    return y * (1 + alpha * y) / (1 + 2 * alpha * y)**2


def kane_energy(k):
    return (np.sqrt(1 + 4 * alpha * k**2) - 1) / (2 * alpha)


for k in (0.4, 1.0, 2.5):
    v = (kane_energy(k + 1e-5) - kane_energy(k - 1e-5)) / 2e-5
    assert abs(v**2 / 4 / kane(kane_energy(k)) - 1) < 1e-7


def apparent_ratio(function):
    eta = brentq(lambda y: transport(function, y)[1] - s_ex, -10, 10)
    return transport(function, eta)[0] / F0(eta_ex), eta


ratio_kane, eta_kane = apparent_ratio(kane)
assert ratio_kane < 1
share = 0.2  # impurity part of the scattering rate at energy kT
ratio_mixed, eta_mixed = apparent_ratio(
    lambda y: y**3 / ((1 - share) * y**2 + share))

# Misaligned bar of a layered crystal
anisotropy, angle = 4.0, 10.0
direction = np.array([np.cos(np.radians(angle)), 0, np.sin(np.radians(angle))])
ratio_tilt = 1 / (direction @ np.diag([1, 1, anisotropy]) @ direction)

print(f"k/e = {UNIT_S:.3f} uV/K")
print(f"Prefactor C/rho at 300 K, 1 mOhm cm = {C_cm:.2f} cm2/Vs")
print(f"Error from rounding prefactor to 331 = {100*(331/C_cm-1):.3f} %")
print(f"k-grid test: mu_w recovered = {mu_grid*1e4:.3f} cm2/Vs")
print(f"k-grid test: mu_w put in = {mu_known*1e4:.3f} cm2/Vs")
print(f"Example: |S| = {S_ex:.0f} uV/K, rho = {rho_ex:.1f} mOhm cm, T = {T:.0f} K")
print(f"Example: reduced Seebeck s = {s_ex:.4f}")
print(f"Example: bracket for eta = {2-s_ex:.4f} to {np.pi**2/(3*s_ex):.4f}")
print(f"Example: eta = {eta_ex:.4f}, F0 = {F0(eta_ex):.4f}, F1 = {F1(eta_ex):.4f}")
print(f"Example: switch weight w = {expit(5*(s_ex-1)):.5f}")
print(f"Example: exact mu_w = {mu_exact:.2f} cm2/Vs")
print(f"Example: Snyder mu_w = {mu_closed:.2f} cm2/Vs")
print(f"Example: Snyder error = {percent_error(S_ex):.3f} %")
print("Map: |S| (uV/K), eta, exact 1/F0, Snyder B, error (%)")
for S in (20, 30, 40, 50, 60, 80, 100, 120, 150, 180, 200, 250, 300):
    s = S / UNIT_S
    eta = invert(s)
    print(f"{S:4d} {eta:9.4f} {1/F0(eta):9.5f} {snyder(s):9.5f} "
          f"{percent_error(S):8.3f}")
print(f"Largest error in range = {-peak.fun:.3f} % at {peak.x:.1f} uV/K")
print(f"Smallest error in range = {100*error_map.min():.3f} % "
      f"at {S_map[np.argmin(error_map)]:.1f} uV/K")
print(f"Outside range: error at 5 uV/K = {percent_error(5.0):.2f} %")
print(f"Outside range: error at 2 uV/K = {percent_error(2.0):.2f} %")
print(f"Largest error after one Newton correction = {100*error_new:.4f} %")
print(f"Relative error amplification from S = {amplification:.3f}")
print(f"5 % error in S changes mu_w by about {5*amplification:.2f} %")
print(f"5 % rise in rho changes mu_w by {100*(1/1.05-1):.2f} %")
print(f"Assumed gap = {gap_eV:.2f} eV; Kane parameter kT/gap = {alpha:.4f}")
print(f"Hole/electron conductivity at 300 K = {holes_300:.5f}")
print(f"Two-band |S| at 300 K = {S_300:.2f} uV/K")
print(f"Apparent/true electron mu_w at 300 K = {ratio_300:.4f}")
print(f"Hole/electron conductivity at {T_hot:.0f} K = {holes_hot:.4f}")
print(f"Two-band |S| at {T_hot:.0f} K = {S_hot:.2f} uV/K")
print(f"Apparent/true electron mu_w at {T_hot:.0f} K = {ratio_hot:.4f}")
print(f"Kane band: eta = {eta_kane:.4f}, apparent/true mu_w = {ratio_kane:.4f}")
print(f"Impurity share at E = kT: {100*share:.0f} %")
print(f"Mixed scattering: eta = {eta_mixed:.4f}, "
      f"apparent/true mu_w = {ratio_mixed:.4f}")
print(f"Resistivity anisotropy = {anisotropy:.0f}, tilt = {angle:.0f} degrees")
print(f"Tilted bar: apparent/in-plane mu_w = {ratio_tilt:.4f}")
print("checks complete")
```

It prints:

```
k/e = 86.173 uV/K
Prefactor C/rho at 300 K, 1 mOhm cm = 330.64 cm2/Vs
Error from rounding prefactor to 331 = 0.109 %
k-grid test: mu_w recovered = 35.176 cm2/Vs
k-grid test: mu_w put in = 35.176 cm2/Vs
Example: |S| = 200 uV/K, rho = 1.0 mOhm cm, T = 300 K
Example: reduced Seebeck s = 2.3209
Example: bracket for eta = -0.3209 to 1.4175
Example: eta = 0.0740, F0 = 0.7309, F1 = 0.8752
Example: switch weight w = 0.99865
Example: exact mu_w = 452.40 cm2/Vs
Example: Snyder mu_w = 455.44 cm2/Vs
Example: Snyder error = 0.672 %
Map: |S| (uV/K), eta, exact 1/F0, Snyder B, error (%)
  20   14.1749   0.07055   0.07266    2.988
  30    9.4473   0.10585   0.10900    2.974
  40    7.0700   0.14143   0.14586    3.134
  50    5.6188   0.17786   0.18351    3.177
  60    4.6221   0.21590   0.22240    3.012
  80    3.3000   0.29974   0.30698    2.416
 100    2.4232   0.39870   0.40740    2.182
 120    1.7706   0.51872   0.52977    2.131
 150    1.0192   0.75339   0.76574    1.639
 180    0.4213   1.08011   1.09091    1.000
 200    0.0740   1.36827   1.37746    0.672
 250   -0.6884   2.45674   2.46227    0.225
 300   -1.3647   4.39575   4.39889    0.072
Largest error in range = 3.185 % at 47.2 uV/K
Smallest error in range = 0.072 % at 300.0 uV/K
Outside range: error at 5 uV/K = 6.37 %
Outside range: error at 2 uV/K = 13.99 %
Largest error after one Newton correction = 0.0429 %
Relative error amplification from S = 2.355
5 % error in S changes mu_w by about 11.78 %
5 % rise in rho changes mu_w by -4.76 %
Assumed gap = 0.15 eV; Kane parameter kT/gap = 0.1723
Hole/electron conductivity at 300 K = 0.00383
Two-band |S| at 300 K = 196.64 uV/K
Apparent/true electron mu_w at 300 K = 0.9649
Hole/electron conductivity at 450 K = 0.0815
Two-band |S| at 450 K = 189.26 uV/K
Apparent/true electron mu_w at 450 K = 0.5825
Kane band: eta = -0.5259, apparent/true mu_w = 0.3148
Impurity share at E = kT: 20 %
Mixed scattering: eta = 0.3010, apparent/true mu_w = 1.3088
Resistivity anisotropy = 4, tilt = 10 degrees
Tilted bar: apparent/in-plane mu_w = 0.9170
checks complete
```
